# The Local Modified Becke-Johnson Mixing Parameter on a Model Slab

A slab of a model insulator, 3.44 nm thick, is placed in a periodic box. The mixing parameter of the modified Becke-Johnson potential, computed from the usual average over the whole box, is 1.395 when the box holds 0.86 nm of vacuum, 1.453 with 1.72 nm and 1.493 with 2.58 nm. The infinite crystal gives 1.295. The slab and its orbitals are the same in all three boxes. Why does empty space change a parameter of the solid, and how can it be prevented?

## The slab as two numbers

Hartree atomic units are used, with lengths also in nm and energies in eV. The box average is

\[
c_{\rm box}=\alpha+\beta\,\langle s\rangle ,\qquad s=\frac{|\nabla\rho|}{\rho},
\]

where \(\rho\) is the electron density. I use \(\alpha=0.488\) and \(\beta=0.5\) bohr, a parameter set in published use.

The slab has 16 cells of edge \(a=0.215\) nm, and the three boxes add 4, 8 and 12 cells of vacuum. Inverting the formula, \(\langle s\rangle=(c_{\rm box}-0.488)/0.5\) is 1.814, 1.930 and 2.010 bohr\(^{-1}\). Multiplying by 20, 24 and 28 cells gives the sums 36.3, 46.3 and 56.3. Each four added cells of vacuum therefore contribute about 10, or 2.5 per cell. The crystal contributes only \((1.295-0.488)/0.5=1.61\) per cell.

The vacuum counts because \(s\) is a ratio. If an orbital decays as \(e^{-\kappa z}\), its density decays as \(e^{-2\kappa z}\), and

\[
\frac{|d\rho/dz|}{\rho}=\frac{2\kappa e^{-2\kappa z}}{e^{-2\kappa z}}=2\kappa .
\]

The density vanishes but the ratio does not. With ever more vacuum the average tends to the vacuum value of \(s\), and \(c_{\rm box}\) to roughly \(0.488+0.5\times2.5\approx1.7\).

A first remedy is to replace \(s\) by a fixed number \(g_v\) where the density is negligible. Requiring \(c=1\) there gives \(\alpha+\beta g_v=1\), so

\[
g_v=\frac{1-\alpha}{\beta}=\frac{0.512}{0.5}=1.024\ {\rm bohr}^{-1}.
\]

This alone is not enough. A box with 16 cells at 1.61 and 12 at 1.024 has the average \((25.8+12.3)/28=1.36\), hence \(c=1.17\), which still depends on the vacuum. The average must also be local.

Take a Gaussian average of width \(\sigma\). For a profile that varies along \(z\) only, the weight beyond a plane at distance \(d\) is, with \(t=u/(\sqrt2\,\sigma)\),

\[
\int_d^\infty\frac{e^{-u^2/2\sigma^2}}{\sqrt{2\pi}\,\sigma}\,du
=\frac1{\sqrt\pi}\int_{d/\sqrt2\sigma}^{\infty}e^{-t^2}dt
=\frac12\,{\rm erfc}\!\left(\frac{d}{\sqrt2\,\sigma}\right).
\]

At the centre of a slab of half-thickness \(d\) both sides contribute, so the outside weight is \({\rm erfc}(d/\sqrt2\sigma)\). The two-number slab then gives

\[
c_{\rm centre}-c_{\rm bulk}=(1-c_{\rm bulk})\,{\rm erfc}\!\left(\frac{d}{\sqrt2\,\sigma}\right).
\]

For four cells and \(\sigma=0.2\) nm, \(d=0.43\) nm \(=2.15\sigma\) and the weight is \({\rm erfc}(1.52)\approx0.032\). With \(c_{\rm bulk}=1.293\), the thresholded value obtained below, the predicted error is \(-0.293\times0.032\approx-0.009\). The calculation with real orbitals gives \(+0.006\). The sign is wrong, so the similar magnitude is no success: the two-number slab lacks a surface layer.

## The general formula

The switch between solid and vacuum is made smooth by a threshold density:

\[
g=\frac{1-\alpha}{\beta}\,{\rm erfc}\!\left(\frac{\rho}{\rho_{\rm th}}\right)
+\frac{|\nabla\rho|}{\rho}\,{\rm erf}\!\left(\frac{\rho}{\rho_{\rm th}}\right),
\qquad \rho_{\rm th}=\frac{3}{4\pi r_{\rm th}^3},
\]

\[
c(\mathbf r)=\alpha+\beta\int\frac{e^{-|\mathbf r-\mathbf r'|^2/2\sigma^2}}{(2\pi\sigma^2)^{3/2}}\,g(\mathbf r')\,d^3r' .
\]

The weights erf and erfc add to one. I choose \(r_{\rm th}=5\) bohr, so \(\rho_{\rm th}=1.91\times10^{-3}\) bohr\(^{-3}\). In vacuum \({\rm erf}(\rho/\rho_{\rm th})\to0\) while \(s\) stays bounded, so \(g\to g_v\) and, a few \(\sigma\) away from the solid, \(c\to1\).

The formula also supplies the missing layer. Where the tail density is still \(2\rho_{\rm th}\), the weight of \(s\) is \({\rm erf}(2)=0.995\), and \(g\) is close to the vacuum slope of 2.5, above both the bulk mean and \(g_v\). The layer is thin: falling from the mean density 0.030 to \(\rho_{\rm th}\) at a rate of 2.1 bohr\(^{-1}\) would take about \(\ln(15.6)/2.1=1.3\) bohr. This is a rough estimate, since it uses the rate of the far tail close to the last well.

On a periodic grid the convolution is a product in reciprocal space. For one direction, completing the square gives

\[
\int\frac{e^{-u^2/2\sigma^2}}{\sqrt{2\pi}\sigma}e^{-iGu}du
=e^{-\sigma^2G^2/2}\int\frac{e^{-(u+i\sigma^2G)^2/2\sigma^2}}{\sqrt{2\pi}\sigma}du
=e^{-\sigma^2G^2/2},
\]

because the contour can be shifted back to the real axis. Three directions multiply, so each Fourier component of \(g\) is multiplied by \(e^{-\sigma^2|\mathbf G|^2/2}\).

The algorithm is:

1. Compute \(\rho\) and \(\nabla\rho\) from the occupied orbitals.
2. Form \(s\), with a tiny floor under \(\rho\) to prevent division by zero.
3. Blend \(s\) with \(g_v\) to obtain \(g\).
4. Transform \(g\), multiply by the Gaussian factor, and transform back.
5. Set \(c=\alpha+\beta\bar g\), where \(\bar g\) is the averaged field.

In a self-consistent calculation these steps are repeated whenever the orbitals change.

## What recovery of the bulk value means

The bulk reference must be the same local formula applied to the infinite crystal. Its \(c(\mathbf r)\) has the period of the lattice, so slab and bulk are compared at equivalent points.

Choose an inner region between two planes. Let \(|g_{\rm slab}-g_{\rm bulk}|\le\delta\) inside it and \(\le\Delta\) outside, with \(g_{\rm bulk}\) continued periodically through the vacuum. A point between the planes, at distances \(d_1\) and \(d_2\) from them, gives the outside the weight

\[
w=\frac12\left[{\rm erfc}\!\left(\frac{d_1}{\sqrt2\sigma}\right)+{\rm erfc}\!\left(\frac{d_2}{\sqrt2\sigma}\right)\right].
\]

The constant \(\alpha\) cancels in the difference of the two \(c\), and the absolute value of an average does not exceed the average of the absolute value. Hence

\[
|c_{\rm slab}-c_{\rm bulk}|\le\beta\,[\delta(1-w)+\Delta w].
\]

Periodic images of the slab lie outside the region and are covered by \(\Delta\).

Two conditions make this bound small. The planes must be several \(\sigma\) away, to make \(w\) small, and the density between them must have healed to its bulk form, to make \(\delta\) small. Recovery is a limit reached with growing thickness. In a material whose density heals slowly, a shorter \(\sigma\) reduces the reach into the surface but cannot remove the difference that remains in \(g\) itself.

## Where \(c\) enters the potential

For spin-unpolarized electrons, with \(\rho_s=\rho/2\) and \(\tau_s=\sum_i|\nabla\psi_i|^2\) summed over one spin,

\[
v=c\,v_{\rm BR}+\frac{3c-2}{\pi}\sqrt{\frac5{12}}\sqrt{\frac{\tau_s}{\rho_s}} .
\]

The Becke-Roussel potential \(v_{\rm BR}\) is that of a model exchange hole. With \(\Gamma(\mathbf u)=\sum_i\psi_i^*(\mathbf r)\psi_i(\mathbf r+\mathbf u)\), the hole density, taken positive, is \(|\Gamma|^2/\rho_s\). At \(\mathbf u=0\), and without currents, \(\Gamma=\rho_s\), \(\nabla\Gamma=\frac12\nabla\rho_s\) and \({\rm Re}\,\nabla^2\Gamma=\frac12\nabla^2\rho_s-\tau_s\). Therefore

\[
\frac{\nabla_u^2|\Gamma|^2}{\rho_s}=\frac{2\Gamma\,{\rm Re}\nabla^2\Gamma+2|\nabla\Gamma|^2}{\rho_s}
=\nabla^2\rho_s-2\tau_s+\frac{|\nabla\rho_s|^2}{2\rho_s}.
\]

A spherical average turns this into a coefficient of \(u^2\) after division by 6:

\[
Q=\frac16\left(\nabla^2\rho_s-2\gamma D\right),\qquad D=\tau_s-\frac{|\nabla\rho_s|^2}{4\rho_s},
\]

with \(\gamma=1\) so far. The value \(\gamma=0.8\), used here, adjusts the model to the uniform gas.

The model hole is a unit charge \((\lambda^3/8\pi)e^{-\lambda r}\) centred at distance \(b\) from the electron. Let \(x=\lambda b\). Matching the value at the electron gives \(\rho_s=x^3e^{-x}/(8\pi b^3)\). The Laplacian of \(e^{-\lambda r}\) is \((\lambda^2-2\lambda/r)e^{-\lambda r}\), so matching the curvature gives \(Q=\rho_s(x^2-2x)/(6b^2)\). Eliminating \(b\), with \((8\pi)^{2/3}=4\pi^{2/3}\),

\[
\left(1-\frac2x\right)e^{2x/3}=\frac32\,\frac{Q}{\pi^{2/3}\rho_s^{5/3}} .
\]

The derivative of the left side is \(e^{2x/3}[2/x^2-4/(3x)+2/3]\). Multiplied by \(x^2\), the bracket becomes \(\frac23[(x-1)^2+2]>0\), so there is one root and bisection finds it.

The charge within \(b\) acts as a point charge, and the outer shells add \(\int_b^\infty 4\pi r\,n\,dr\), where \(n\) is the model charge density:

\[
v_{\rm BR}=-\frac1b\left[1-e^{-x}\left(1+x+\frac{x^2}2\right)+\frac{x(x+1)}2e^{-x}\right]
=-\frac{1-e^{-x}-\frac x2e^{-x}}b .
\]

In a uniform gas \(\tau_s/\rho_s=\frac35k_F^2\), so the two roots give \(\sqrt{\frac5{12}\cdot\frac35}\,k_F=k_F/2\). If \(v_{\rm BR}\) equalled the exact hole potential \(-3k_F/2\pi\), then

\[
v=-\frac{3ck_F}{2\pi}+\frac{(3c-2)k_F}{2\pi}=-\frac{k_F}{\pi},
\]

independent of \(c\). Bisection with \(\gamma=0.8\) gives \(\partial v/\partial c=6\times10^{-4}\,k_F/\pi\), nearly zero. Thus \(c\) acts through the inhomogeneity of the density.

## A slab with real orbitals

The model potential is a sum \(V(x)+V(y)+V(z)\) with \(V(x)=V_0\cos(2\pi x/a)\) and \(V_0=9.8\) eV. Orbitals are products and energies are sums. Each cell holds one electron pair, which fills the lowest band in every direction. The sum over occupied orbitals then factorizes:

\[
\rho=2\,n(x)n(y)n(z),\qquad
s=\sqrt{\left(\frac{n'(x)}{n(x)}\right)^2+\left(\frac{n'(y)}{n(y)}\right)^2+\left(\frac{n'(z)}{n(z)}\right)^2}.
\]

This filling is the ground state if the gap is positive. Let \(E_b\) and \(E_t\) be the bottom and top of the first one-dimensional band, and \(E_2\) the bottom of the second. The highest occupied state has energy \(3E_t\) and the lowest empty one \(E_2+2E_b\), so \(E_g=E_2+2E_b-3E_t\). Diagonalization in plane waves gives 1.12 eV.

For the slab, \(V(z)\) is cut at its maxima after \(N\) cells and replaced by a constant 17 eV. The \(N\) lowest \(z\) levels are filled. They come from finite differences with 64 points per cell, and the bulk density along \(z\) uses the same differences, so that grid errors largely cancel in the comparison. The lateral potential continues into the vacuum, an artefact of the separable model that keeps the lateral part of \(s\) alive there. It raises the vacuum mean of \(s\) from about 2.1 to about 2.5 bohr\(^{-1}\), and so enlarges the effect of the vacuum on \(c_{\rm box}\).

Four cells outside the 16-cell slab, \(|n'(z)/n(z)|=2.11\) bohr\(^{-1}\), while the highest filled level has \(2\kappa=2.04\). In the tail the ratio is an average of the \(2\kappa_j\) of all filled levels, weighted by their densities. Deeper levels have larger \(\kappa_j\), which raises it.

In the bulk, \(\bar g=1.611\) bohr\(^{-1}\), so \(c=0.488+0.5\times1.611=1.2935\). Doubling the lateral grid changes this by \(7\times10^{-5}\). With the finite-difference error along \(z\) removed as well, the value is about 1.2933, so absolute values of \(c\) here and below are uncertain by about \(2\times10^{-4}\); differences between slab and bulk are not affected at the digits shown. The smallest nonzero reciprocal vector is \(2\pi/a=1.546\) bohr\(^{-1}\), with damping factor \(e^{-17.1}\approx4\times10^{-8}\). The computed ripple of \(c\), maximum minus minimum, is \(1.2\times10^{-8}\), so here the bulk value is practically one number.

With 12 vacuum cells and all other settings fixed, the centre of the slab behaves as follows. "Outer part" is the error that remains if \(g_{\rm slab}-g_{\rm bulk}\) is kept only in the vacuum and the outermost cell on each side. The bound is the smallest found when the planes are moved in whole cells; being built from largest values on the grid, it rises by about 6% on a finer grid.

| \(N\) | \(d/\sigma\) | \(c-c_{\rm bulk}\) | outer part | bound |
|---|---|---|---|---|
| 4 | 2.15 | 6.3e-3 | 5.7e-3 | 2.8e-1 |
| 6 | 3.23 | 6.6e-4 | 4.8e-4 | 3.8e-2 |
| 8 | 4.30 | 3.7e-5 | 1.2e-5 | 9.6e-3 |
| 12 | 6.45 | 3.3e-7 | 2.4e-10 | 7.6e-4 |
| 16 | 8.60 | 5.4e-9 | negligible | 2.7e-5 |

The bound is far above the error mainly because it replaces the difference throughout each region by its largest local value. In thin slabs the Gaussian's reach into the outer layer dominates. From eight cells on, most of the error comes from density changes in the inner cells. The positive outer part shows that the steep fall of the density at the surface outweighs the vacuum, whose \(g_v\) lies below the bulk mean. This is the sign that the two-number slab missed.

The laterally averaged profile of the 16-cell slab shows the same layer:

| depth (nm) | \(c\) |
|---|---|
| −0.6 | 1.002 |
| −0.3 | 1.050 |
| 0 | 1.229 |
| 0.2 | 1.2943 |
| 0.4 | 1.2973 |
| 0.6 | 1.2941 |
| 0.8 | 1.2935 |

At 0.2 nm the value is already within 0.001 of the bulk, but only because the curve is crossing it on the way to an overshoot. It stays within 0.001 from a depth of 0.55 nm, or \(2.75\sigma\), onward. A convergence criterion should therefore be applied to the whole interior and not to one point. Changing the vacuum from 8 to 12 cells leaves the central \(c\) unchanged in double precision, whereas the box average moved by 0.04.

## From \(c\) to the gap

If \(c\) changes uniformly by a small amount, first-order perturbation theory with fixed orbitals gives

\[
\frac{dE_g}{dc}=\left\langle\frac{\partial v}{\partial c}\right\rangle_{\rm CBM}-\left\langle\frac{\partial v}{\partial c}\right\rangle_{\rm VBM},
\qquad
\frac{\partial v}{\partial c}=v_{\rm BR}+\frac3\pi\sqrt{\frac5{12}}\sqrt{\frac{\tau_s}{\rho_s}},
\]

where CBM and VBM are the lowest empty and highest filled bulk states. The integrals over the cell give 9.6 eV per unit of \(c\). Adding \(\pm0.01\,\partial v/\partial c\) to the crystal potential and diagonalizing in three dimensions gives the same slope.

For the box average with 2.58 nm of vacuum, the excess over the bulk is \(1.493-1.295=0.198\), worth about 1.9 eV if the slope holds that far. Multiplied by the same slope, the central error of the local formula is 60 meV in the four-cell slab and far less than 1 meV in the 16-cell slab. These numbers only express the error at the centre in units of energy. They are not the gap errors of the slabs, because the band-edge orbitals also sample the surface, where \(c\) differs much more from its bulk value.

Recovering \(c\) does not make the slab's gap equal to the bulk gap. With the model potential fixed, the 16-cell slab has a gap of 1.20 eV against 1.12 eV, because its discrete \(z\) levels do not reach the band edges. That is confinement, not an error of \(c\).

The threshold has a price in the bulk. The density falls to 0.0010 bohr\(^{-3}\) between the wells, below \(\rho_{\rm th}\), and there the formula takes the solid partly for vacuum. Without the threshold \(c\) would be 1.2951; the difference of −0.0016 is worth −16 meV. With \(r_{\rm th}=4\) bohr, a higher threshold density, \(c\) falls to 1.2853; measured from the value without threshold, this is worth −94 meV. With 7 bohr the bias is negligible here. Crystals with large voids need this comparison in the bulk before a slab is computed.

## Beside real silicon

The cell was sized after silicon's valence electrons. Two electrons per \((0.215\ {\rm nm})^3\) are 201 nm\(^{-3}\); 32 valence electrons in a cube of roughly 0.54 nm are about 200 nm\(^{-3}\). The model gap of 1.12 eV and ionization energy of 5.5 eV are also near silicon's, roughly 1.1 and 5 eV. The inhomogeneity of the density and the decay into the vacuum are not. An empirical-pseudopotential valence density of silicon has \(\langle s\rangle\approx0.94\) bohr\(^{-1}\), hence \(c\approx0.96\), and a first-order slope \(dE_g/dc\) of about 4.5 eV, against 1.61 bohr\(^{-1}\), 1.295 and 9.6 eV in the model, so the energies quoted above belong to the model only. Silicon's highest filled bulk state lies at the zone centre; without in-plane momentum, its density decays at \(2\kappa=2\sqrt{2I}\approx1.2\) bohr\(^{-1}\) for an ionization energy \(I\) of 5 eV. The model's filled band has its top at the zone corner, where much of the energy belongs to the lateral motion, and its slowest tail falls at 2.04 bohr\(^{-1}\). The size and even the sign of the vacuum's effect on \(c_{\rm box}\), and of the surface layer's effect on the local \(c\), therefore need not carry over to silicon. The real lattice has a longer period: its shortest reciprocal vector, (111), is damped only to \(3\times10^{-4}\), so a small ripple of \(c\) survives. One assumption with a large effect is the absence of core electrons. To size it, I took the ten core electrons of a free silicon atom (restricted open-shell Hartree-Fock, cc-pVDZ basis) in a uniform valence density \(\bar\rho\), with volume \(4/\bar\rho\) per atom. Averaging \(|\rho_{\rm core}'|/(\rho_{\rm core}+\bar\rho)\) over that volume adds 0.48 bohr\(^{-1}\) to \(\bar g\) and 0.24 to \(c\). This number does not change with larger basis sets, but the uniform background overstates it: on the empirical-pseudopotential valence density the same core raises \(\langle s\rangle\) from 0.94 to 1.24 bohr\(^{-1}\), that is by 0.30, and \(c\) by 0.15. With silicon's slope this is about 0.7 eV, whereas the uniform estimate with the model's slope would give 2.3 eV. Either figure is an extrapolation and not a correction to apply. A pseudopotential calculation must therefore use the kind of density, with or without core, for which its \(\alpha\) and \(\beta\) were fitted. Surface reconstruction and the self-consistent response of the potential are also left out, and their effect has not been sized.
